\section*{Long-wavelength RPA screening in metals: the static and dynamic limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Take a metal with spin-degenerate bands $\varepsilon_{n\mathbf k}$, time-reversal symmetry and no collisions, in the random-phase approximation (RPA). The bands that cross the Fermi level are assumed non-degenerate there and separated from the other bands by a gap, with $\mathbf v\ne0$ on the Fermi surface and $\hat{\mathbf q}\cdot\mathbf v$ vanishing on no finite area of it; on the real axis the remainder estimate below excludes small windows around the values of $s$ at which $F$ is singular. Units are Hartree atomic units. The frequency is $z=\omega+i0$ or $z=i\nu$, and $\mathbf v=\nabla_{\mathbf k}\varepsilon$. As $q\to0$ the head of the independent-particle polarizability depends only on the direction $\hat{\mathbf q}$ and on $s=z/q$:
\begin{equation}
\chi_{00}(\mathbf q,z)=F(\hat{\mathbf q},s)+O(q^2),\qquad
F=2\sum_n\oint_{\rm FS}\frac{dS}{(2\pi)^3|\mathbf v|}\,\frac{(\hat{\mathbf q}\cdot\mathbf v)^2}{s^2-(\hat{\mathbf q}\cdot\mathbf v)^2}.
\label{F}
\end{equation}
At fixed $z$, $F$ is itself $O(q^2)$ and gives the Drude term, while the interband part of the remainder, which is of the same order, gives $\epsilon_{\rm inter}$. At $z=0$, $F$ gives Thomas--Fermi screening:
\begin{align}
\epsilon_{00}&\to\epsilon_{\rm inter}(z)-\frac{\omega_p^2(\hat{\mathbf q})}{z^2}, &
\omega_p^2&=4\pi\hat q_iD_{ij}\hat q_j, &
D_{ij}&=2\sum_n\oint\frac{dS\,v_iv_j}{(2\pi)^3|\mathbf v|},\\
\epsilon_{00}&\to\frac{\kappa^2}{q^2}, & \kappa^2&=4\pi N, & N&=2\sum_n\oint\frac{dS}{(2\pi)^3|\mathbf v|}.
\end{align}
The orders $q\to0$, $z\to0$ differ for $\chi_{00}$ ($0$ against $-N$), for $q^2\epsilon_{00}$ ($0$ against $\kappa^2$) and for the screened interaction $W_{00}$ (divergent against finite). They do not differ for $\epsilon^{-1}_{00}$, which tends to zero in both orders when the kernel is the three-dimensional $4\pi/q^2$.

The starting definition, with reciprocal vectors $\mathbf G$, occupations $f$ and a factor 2 for spin, is
\begin{equation}
\chi_{\mathbf G\mathbf G'}=2\!\int\!\frac{d^3k}{(2\pi)^3}\sum_{nm}
\rho^*(\mathbf G)\rho(\mathbf G')\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{z+\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}},
\label{def}
\end{equation}
where $\rho(\mathbf G)=\langle m\,\mathbf k+\mathbf q|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\mathbf k\rangle$. The symmetrized dielectric matrix is $\epsilon=1-v^{1/2}\chi v^{1/2}$ with $v=4\pi/|\mathbf q+\mathbf G|^2$, so $\epsilon_{00}=1-4\pi\chi_{00}/q^2$. The tests quoted below are those of the numerical check, which evaluates Eq.~\eqref{def} at finite $q$.

\section{Simplest case: the electron gas}

There is one band, $\varepsilon=k^2/2$, and $\rho=1$. Shifting $\mathbf k\to\mathbf k-\mathbf q/2$ makes the energy difference exactly $\varepsilon_{\mathbf k+\mathbf q/2}-\varepsilon_{\mathbf k-\mathbf q/2}=\mathbf q\cdot\mathbf k$. The occupation difference is odd in $\mathbf q$, so its expansion has no second-order term:
\begin{equation}
f_{\mathbf k-\mathbf q/2}-f_{\mathbf k+\mathbf q/2}=-\mathbf q\cdot\nabla_{\mathbf k}f+O(q^3)=(-f')\,\mathbf q\cdot\mathbf v+O(q^3).
\label{df}
\end{equation}
At zero temperature $-f'=\delta(\varepsilon-\mu)$. The radial integral gives $2\cdot4\pi k_F^2/[(2\pi)^3v_F]=k_F/\pi^2=N$, since $v_F=k_F$. With $x$ the cosine between $\mathbf q$ and $\mathbf k$, and after dividing numerator and denominator by $q$,
\begin{align}
F&=\frac N2\int_{-1}^{1}\!dx\,\frac{v_Fx}{s-v_Fx}
=\frac N2\int_{-1}^{1}\!dx\left[-1+\frac{s}{s-v_Fx}\right]\nonumber\\
&=-N\left[1-\frac{s}{2v_F}\ln\frac{s+v_F}{s-v_F}\right].
\label{gas}
\end{align}
Numerator and denominator were both of first order in small quantities, so only their ratio $s$ survives. This is the origin of the order dependence. The expansion of a step function holds under an integral with a smooth weight. It fails within a small window around $s=\pm v_F$, where the logarithm diverges, and it requires $q\ll k_F$.

\emph{Imaginary axis.} Averaging $x$ with $-x$ turns $s/(s-v_Fx)$ into $s^2/(s^2-v_F^2x^2)$. For $s=iuv_F$ this is $u^2/(u^2+x^2)$, and $F=-N[1-u\arctan(1/u)]$.

\emph{Real axis, $0<s<v_F$.} Here $\ln(s-v_F+i0)=\ln(v_F-s)+i\pi$, so $\operatorname{Im}F=-\pi Ns/(2v_F)=-s/(2\pi)$. This is Landau damping by electron--hole pairs.

\emph{Limit $s\to0$.} The second term vanishes and $F=-N$.

\emph{Limit $|s|>v_F$.} The geometric series $v_Fx/(s-v_Fx)=\sum_{j\ge1}(v_Fx/s)^j$ keeps only even $j$ after integration:
\begin{equation}
F=\frac{Nv_F^2}{3s^2}\left[1+\frac35\frac{v_F^2}{s^2}+\dots\right].
\end{equation}
Because $n=k_F^3/3\pi^2=Nv_F^2/3$, the dielectric head is $1-4\pi F/q^2\to1-4\pi n/z^2$, and $\omega_p^2=4\pi n=\kappa^2v_F^2/3$.

\emph{Numbers.} For $r_s=4$, $k_F=0.47979$, $N=0.048613$ and $\kappa^2=0.61089$. Then $\omega_p^2=0.61089\times0.47979^2/3=0.04688$ and $\omega_p=0.2165$ Ha $=5.89$ eV. The exact Lindhard quadrature gives $\chi/N=-0.999964$ at $q=0.01$, $z=0$, and $-7.6732\times10^{-6}$ at $q=0.001$, $\nu=0.1$, where the leading term is $-(0.001\times0.47979/0.1)^2/3=-7.673\times10^{-6}$. The extracted next coefficient is $0.59999$, against $3/5$. At $s=v_F/2$, Eq.~\eqref{gas} gives $-1+\tfrac14\ln3-i\pi/4=-0.72535-0.78540i$, and the quadrature at $q=0.01$ gives $-0.72528-0.78540i$. At $u=0.5$, $F/N=-0.446426$, and the deviation from the quadrature falls by $4.000$ when $q$ goes from $0.02$ to $0.01$, which tests the $O(q^2)$ remainder.

\section{A general band}

Write $|n\mathbf k\rangle=e^{i\mathbf k\cdot\mathbf r}|u_{n\mathbf k}\rangle$, so that $\rho(\mathbf G)=\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle$. The $u$ are eigenstates of $H_{\mathbf k}=\mathbf p^2/2+V$ with a local potential $V$ and $\mathbf p=-i\nabla+\mathbf k$, and $H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\mathbf q\cdot\mathbf p+q^2/2$. Assume that the bands crossing $\mu$ are non-degenerate there, with $\mathbf v\neq0$ on the Fermi surface. Perturbation theory in $\mathbf q$, with $\Delta_{mn}=\varepsilon_m-\varepsilon_n$, gives
\begin{align}
|u_{n\mathbf k+\mathbf q}\rangle&=|u_n\rangle-\sum_{m\ne n}|u_m\rangle\frac{\mathbf q\cdot\mathbf p_{mn}}{\Delta_{mn}}+O(q^2),\label{kp}\\
\mathbf v_n=\mathbf p_{nn},&\qquad
\partial_i\partial_j\varepsilon_n=\delta_{ij}-\sum_{m\neq n}\frac{2\operatorname{Re}\,p^i_{nm}p^j_{mn}}{\Delta_{mn}}.
\label{mass}
\end{align}
For $m\ne n$, $|\rho(0)|^2=|\mathbf q\cdot\mathbf p_{mn}|^2/\Delta_{mn}^2$ at leading order. Completeness of the states at $\mathbf k+\mathbf q$ then fixes the intraband overlap, $|\rho_{nn}(0)|^2=1-\sum_m|\mathbf q\cdot\mathbf p_{mn}|^2/\Delta_{mn}^2=1-O(q^2)$.

\subsection{Intraband part}

After the shift $\mathbf k\to\mathbf k-\mathbf q/2$ the energy difference is odd in $\mathbf q$ and equals $\mathbf q\cdot\mathbf v+O(q^3)$. Equation~\eqref{df} holds unchanged. Numerator, denominator and overlap each carry a relative correction $O(q^2)$ at fixed $s$, so with $u=\hat{\mathbf q}\cdot\mathbf v$,
\begin{equation}
\chi^{\rm intra}_{00}=2\sum_n\!\int\!\frac{d^3k}{(2\pi)^3}(-f')\frac{u}{s-u}+O(q^2).
\end{equation}
Time reversal gives $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$ and hence $\mathbf v_{-\mathbf k}=-\mathbf v_{\mathbf k}$. Averaging $\mathbf k$ with $-\mathbf k$,
\begin{equation}
\frac12\left[\frac{u}{s-u}-\frac{u}{s+u}\right]=\frac12\,\frac{u(s+u)-u(s-u)}{s^2-u^2}=\frac{u^2}{s^2-u^2}.
\end{equation}
The term $u/s$ of the large-$s$ expansion vanishes even without this symmetry, because $\int d^3k\,(-f')v_i=-\int d^3k\,\partial_if=0$ over the periodic zone. What time reversal removes are the higher odd terms $u^3/s^3,\dots$, which lie beyond the Drude term. Slicing $d^3k=dS\,d\varepsilon/|\mathbf v|$ and setting $-f'=\delta(\varepsilon-\mu)$ gives Eq.~\eqref{F}. With $\langle\cdot\rangle$ the Fermi-surface average of weight $dS/|\mathbf v|$, it reads $F=N\langle u^2/(s^2-u^2)\rangle$. At finite temperature $F$ is averaged over energy with $-f'$.

Let $v_{\max}$ be the largest $|u|$ on the surface. For $|s|>v_{\max}$ the geometric series converges:
\begin{equation}
F=\frac{N\langle u^2\rangle}{s^2}\left[1+\frac{\langle u^4\rangle}{\langle u^2\rangle s^2}+\dots\right],\qquad
N\langle u^2\rangle=\hat q_iD_{ij}\hat q_j .
\label{series}
\end{equation}
Since $q^2s^2=z^2$, the contribution $-4\pi F/q^2$ to $\epsilon_{00}$ tends to $-\omega_p^2/z^2$ as $q\to0$ at fixed $z$, with $\omega_p^2=\kappa^2\langle u^2\rangle$. The intraband remainder does not change this limit. After the shift the occupation and energy differences are odd in $\mathbf q$ and the squared overlap is even, and odd powers of $q$ cancel between $\mathbf k$ and $-\mathbf k$. At fixed $z$ the intraband part therefore starts at $q^2$, with the coefficient given by $F$, and its next term is $O(q^4)$. For $s=iy\to0$ the integrand $-u^2/(y^2+u^2)$ is bounded by 1 and tends to $-1$ wherever $u\neq0$, so $F\to-N$ unless $u$ vanishes on a finite area. A sphere has $\langle u^2\rangle=v_F^2/3$ and $\langle u^4\rangle=v_F^4/5$, which returns the gas.

\subsection{Interband part and the $f$-sum}

The numerator of an interband term does not vanish at $q=0$, so the factor $q^2$ of the overlap sets the order and the rest is taken at $q=0$. Pairing $(n,m)$ with $(m,n)$ for $\Delta=\Delta_{mn}>0$ gives $(f_n-f_m)[1/(z-\Delta)-1/(z+\Delta)]=(f_n-f_m)2\Delta/(z^2-\Delta^2)$. Therefore
\begin{equation}
\epsilon_{\rm inter}(z)=1+4\pi\cdot2\!\int\!\frac{d^3k}{(2\pi)^3}\sum_{n<m}(f_n-f_m)\frac{2|\hat{\mathbf q}\cdot\mathbf p_{mn}|^2}{\Delta(\Delta^2-z^2)} .
\label{inter}
\end{equation}
This is finite at $z=0$ if $\Delta$ is bounded away from zero where $f_n\neq f_m$. A band crossing at the Fermi level breaks that condition and the split into two parts.

Since $(-f')v_i=-\partial_if$, integration by parts over the periodic zone leaves no boundary term:
\begin{equation}
D_{ij}=2\sum_n\!\int\!\frac{d^3k}{(2\pi)^3}(-\partial_if)\,\partial_j\varepsilon
=2\sum_n\!\int\!\frac{d^3k}{(2\pi)^3}f\,\partial_i\partial_j\varepsilon .
\label{parts}
\end{equation}
A full band has $f=1$ and integrates a derivative of a periodic function, which gives zero. Inserting Eq.~\eqref{mass} and pairing $(n,m)$ with $(m,n)$ again,
\begin{equation}
\hat q_iD_{ij}\hat q_j+S=n,\qquad S=2\!\int\!\frac{d^3k}{(2\pi)^3}\sum_{n<m}(f_n-f_m)\frac{2|\hat{\mathbf q}\cdot\mathbf p_{mn}|^2}{\Delta}\ge0 .
\label{fsum}
\end{equation}
At large $z$, Eq.~\eqref{inter} behaves as $1-4\pi S/z^2$, so the total weight is $4\pi n$ with $n$ the electron density. The Drude weight is the part of it left at zero frequency. Equations~\eqref{mass} and \eqref{fsum} assume a local $V$. With a nonlocal pseudopotential, $\mathbf p$ must be replaced by the velocity operator $\nabla_{\mathbf k}H_{\mathbf k}$ and the total weight is no longer exactly $4\pi n$, while Eq.~\eqref{F} and $D_{ij}$ keep their form.

\section{A layered metal as test case}

Take $V=2U\cos Gz$, $G=2\pi/c$, with free motion in the plane, so $\varepsilon=k_\parallel^2/2+e_n(k_z)$. The round parameters are $c=6$ bohr, $U=0.05$ Ha, $\mu=0.13$ Ha. Diagonalization puts $e_1$ between $-0.00899$ and $0.08490$ and the bottom of $e_2$ at $0.18469$, so $\mu$ lies between them. Only band 1 is occupied, and the Fermi surface is an open corrugated cylinder of radius $k_\parallel=\sqrt{2(\mu-e_1)}$.

Differentiating $k_\parallel^2/2+e_1=\mu$ gives $dk_\parallel/dk_z=-v_z/k_\parallel$. The area element is $dS=k_\parallel\,d\phi\,dk_z\sqrt{1+v_z^2/k_\parallel^2}=|\mathbf v|\,d\phi\,dk_z$, so the surface weight is uniform in $\phi$ and $k_z$. Then
\begin{equation}
N=\frac{2\cdot2\pi G}{(2\pi)^3}=\frac1{\pi c}=0.053052,\qquad\kappa^2=\frac4c=0.66667 .
\end{equation}
The in-plane occupation is $2\pi k_\parallel^2/(2\pi)^2=(\mu-e_1)/\pi$. With $\int d\phi\cos^2\phi=\pi$, $D_{xx}=\int\frac{dk_z}{2\pi}\frac{\mu-e_1}{\pi}=n$, as Eq.~\eqref{fsum} requires when $S=0$. The values are
\begin{align}
D_{xx}&=n=0.0053363, & \omega_{p,x}&=0.2590\ {\rm Ha}=7.05\ {\rm eV},\nonumber\\
D_{zz}&=0.053052\times0.040611=0.0021545, & \omega_{p,z}&=0.1645\ {\rm Ha}=4.48\ {\rm eV},
\end{align}
with $\langle v_z^2\rangle=0.040611$ and $\omega_{p,z}^2=0.66667\times0.040611=0.027074$. The curvature form \eqref{parts}, thermal smearing at $T=0.004$ Ha, and $-\nu^2\chi^{\rm intra}_{00}/q^2$ from the definition all give $0.0021545$. The insensitivity to smearing is special to this model: the surface weight and $v_z(k_z)$ do not depend on energy between the top of $e_1$ and the bottom of $e_2$, and both edges lie more than $11T$ from $\mu$, so the average over $-f'$ returns the zero-temperature value. For a general band $D$ changes with $T$. The $f$-sum closes: $0.0021545+0.0031818=0.0053363$.

On the real axis at $\omega=0.05$, below the interband onset, the formula gives $3.8824-0.027074/0.05^2=3.8824-10.8296=-6.9472$, and the definition at $q=10^{-3}$ gives $-6.9474$. For $\hat{\mathbf q}$ at $45^\circ$ to the axis the tensor predicts $\omega_p^2=(\omega_{p,x}^2+\omega_{p,z}^2)/2=0.047066$, and $-4\pi\nu^2\chi^{\rm intra}_{00}/q^2$ from a three-dimensional quadrature at $q=10^{-3}$, $\nu=0.05$ gives $0.047063$. In the crossover, at $s=0.2i$, $F/N=-0.467219$ against $-0.467223$ at $q=0.002$, and the deviation shrinks by $3.992$ from $q=0.004$ to $0.002$.

The small-$q$ head $F(\hat{\mathbf q},s)$ has been derived for the electron gas and for general bands, with its Drude and Thomas--Fermi limits, the interband part and the $f$-sum, and checked on a layered metal. What remains is to compare the two orders of limits for $\chi_{00}$, $W_{00}$ and $\epsilon^{-1}_{00}$, include local fields, and draw the consequences for the $GW$ head.

All numerical values are calculated from the stated model.
